# Dopant Striations from Small Oscillations of Growth Velocity in a Diffusion Film, part 2

A crystal grows from a dilute doped melt at the uniform interface speed \(V(t)=V_0\,[1+\varepsilon\cos\omega t]\), with \(0<\varepsilon\ll1\). The problem is to find the resulting dopant oscillation in the solid. The melt has solute concentration \(C(z,t)\) and diffusivity \(D\), with \(z\) measured from the moving interface into the melt. Solute crosses a stagnant film of constant thickness \(\delta\) by diffusion alone, and \(C(\delta,t)=C_\infty\), the bulk value. The solid concentration \(C_S\) is set by the partition coefficient \(k\):

\[
C_S=k\,C(0,t), \tag{2}
\]

Transport and interface balance are

\[
\frac{\partial C}{\partial t}=D\,\frac{\partial^2 C}{\partial z^2}+V(t)\,\frac{\partial C}{\partial z}. \tag{4}
\]

\[
-D\,\frac{\partial C}{\partial z}-VC=-VkC
\quad\Longrightarrow\quad
-D\,\frac{\partial C}{\partial z}\Big|_{0}=V(t)(1-k)\,C(0,t). \tag{5}
\]

The steady profile \(C_0(z)\), with \(C_i=C_0(0)\), gives

\[
k_{\rm eff}=\frac{kC_i}{C_\infty}=\frac{k}{k+(1-k)e^{-\Delta}} . \tag{9}
\]

With \(\zeta=V_0z/D\), the first-order response is defined by

\[
C=C_0+\varepsilon\,C_i\,\mathrm{Re}\left[g(\zeta)\,e^{i\omega t}\right],\qquad
G\equiv g(0). \tag{10}
\]

\[
i\omega g=D\,\frac{d^2g}{dz^2}+V_0\frac{dg}{dz}+\frac{V_0}{C_i}\frac{dC_0}{dz}. \tag{11}
\]

Positive \(\arg G\) means that the dopant leads the speed. The solution uses

\[
\Sigma=s\coth\frac{s\Delta}{2},\qquad
E=\frac{s\,e^{-\Delta/2}}{\sinh(s\Delta/2)} . \tag{19}
\]

\[
\Delta=\frac{V_0\delta}{D},\qquad W=\frac{\omega D}{V_0^2},\qquad
\theta=\frac{\omega\delta^2}{D}=W\Delta^2,\qquad s=\sqrt{1+4iW}. \tag{29}
\]

\[
G=(1-k)\,
\frac{1-\dfrac{\Sigma-1-E}{2iW}}
{k+\dfrac{\Sigma-1}{2}} . \tag{22}
\]

Its slow limit (\(W\to0\) at fixed \(\Delta\)) and fast limit are

\[
G\to\frac{(1-k)\Delta e^{-\Delta}}{k+(1-k)e^{-\Delta}}=\Delta(1-k_{\rm eff}). \tag{27}
\]

\[
G\to\frac{1-k}{\sqrt{iW}}=(1-k)\frac{V_0}{\sqrt{\omega D}}\,e^{-i\pi/4}. \tag{28}
\]

For a thin film (\(\Delta\ll1\), \(k\Delta\ll1\)), with \(y=\sqrt{i\theta}\) and \(\beta=\sqrt{\theta/2}\),

\[
G=(1-k)\,\Delta\,\frac{\tanh y}{y}. \tag{31}
\]

and, for \(k<1\),

\[
\arg G=\arctan\frac{\sin2\beta}{\sinh2\beta}-45^\circ . \tag{34}
\]

Half-power means that \(|G|^2\) is half its slow value. Depth \(x\) along the growth direction is

\[
x=\int_0^tV\,dt'=V_0t+\frac{\varepsilon V_0}{\omega}\sin\omega t . \tag{23}
\]

To first order, the relative dopant oscillation in the solid is \(\varepsilon|G|\cos(\omega x/V_0+\arg G)\), with striation spacing \(\lambda=2\pi V_0/\omega\).

### Thick film: a band-pass filter

Now let \(\Delta\to\infty\) at fixed \(W>0\), as in an unstirred melt. Then \(\Sigma\to s\) and \(E\to0\). Define

\[
p=\frac{s-1}{2},\qquad p(1+p)=\frac{s^2-1}{4}=iW. \tag{35}
\]

The numerator bracket in (22) becomes \(1-p/(iW)=1-1/(1+p)=p/(1+p)\), and the denominator becomes \(k+p\):

\[
G=\frac{(1-k)\,p}{(1+p)(p+k)}. \tag{36}
\]

Write \(p=a+ib\). The real part of \(p(1+p)=iW\) is \(a+a^2-b^2=0\), and the imaginary part is \(b(1+2a)=W\). Hence

\[
b=\sqrt{a(a+1)},\qquad W=(1+2a)\sqrt{a(a+1)} . \tag{37}
\]

To obtain \(a\) from \(W\), note that \(1+2a=\mathrm{Re}\,s\) and \((\mathrm{Re}\,s)^2=\tfrac12(|s^2|+\mathrm{Re}\,s^2)\), so

\[
1+2a=\left[\frac{1+\sqrt{1+16W^2}}{2}\right]^{1/2}. \tag{38}
\]

The moduli in (36) follow from \(b^2=a^2+a\):

\[
|p|^2=a(1+2a),\quad |1+p|^2=(1+a)(1+2a),\quad |p+k|^2=2a^2+(1+2k)a+k^2 . \tag{39}
\]

The factor \(1+2a\) cancels, and

\[
|G|^2=\frac{(1-k)^2\,a}{(a+1)\,[\,2a^2+(1+2k)a+k^2\,]}. \tag{40}
\]

For the phase, expand the reciprocal of (36):

\[
\frac{1-k}{G}=p+\frac kp+1+k . \tag{41}
\]

Its real part, \(a(1+k/|p|^2)+1+k\), is positive. Its imaginary part is \(b(1-k/|p|^2)\). Thus, for \(k<1\),

\[
\arg G=-\arctan\frac{b\,(1-k/|p|^2)}{a\,(1+k/|p|^2)+1+k}. \tag{42}
\]

At low frequency \(p\approx iW\). For \(W\ll k<1\), (36) gives \(G\approx iW(1-k)/k\): the response vanishes in proportion to frequency and leads by \(90^\circ\). The slow response disappears because \(k_{\rm eff}=1\) at every steady speed, so the crystal responds to changes of speed and not to the speed itself. At high frequency the lag tends to \(45^\circ\), as in (28). Between these ends there is a maximum.

Setting the derivative of the logarithm of (40) to zero gives

\[
\frac1a-\frac1{a+1}=\frac{4a+1+2k}{2a^2+(1+2k)a+k^2}. \tag{43}
\]

The left side is \(1/[a(a+1)]\). Cross-multiplication gives \(2a^2+(1+2k)a+k^2=4a^3+(5+2k)a^2+(1+2k)a\), that is,

\[
a^2(4a+3+2k)=k^2 . \tag{44}
\]

The left side increases with \(a\), so there is one positive root and one peak. Its frequency follows from (37).

The phase vanishes where \(|p|^2=k\), or \(2a^2+a=k\). This gives \(a=[\sqrt{1+8k}-1]/4\), which is a different point. For \(k=0.35\) the peak lies at \(W=0.59\) and the phase zero at \(W=0.80\). Zero phase therefore does not coincide with the peak, but the peak is broad: \(|G|\) is 0.362 at the maximum and 0.356 at the phase zero.

### Example: phosphorus in silicon

Take rough values for Czochralski growth of phosphorus-doped silicon: \(k=0.35\), \(D=5\times10^{-4}\ \mathrm{cm^2/s}\), melt kinematic viscosity \(3\times10^{-3}\ \mathrm{cm^2/s}\), mean growth speed 1 mm/min and crystal rotation 15 rpm. The growth speed is assumed to oscillate uniformly by \(\varepsilon=0.30\) with a period of 6 s.

The film thickness comes from the flow that a large rotating disk draws towards itself. Let \(u(z)\) be the speed of this axial approach, which does not depend on radius. The steady equation is then \(DC''+(V_0+u)C'=0\), with primes now denoting \(d/dz\). For \(V_0\to0\) its gradient is \(C'(0)\exp(-\int_0^z u\,dz'/D)\). Integrating over the melt and comparing with a linear profile of the same wall gradient across a film gives

\[
\delta=\int_0^\infty\exp\!\left[-\frac1D\int_0^z u(z')\,dz'\right]dz . \tag{45}
\]

With \(u\) from a numerical solution of the flow at an impermeable rotating disk, \(\delta=474\ \mathrm{\mu m}\); letting the melt enter the crystal face at speed \(V_0\) would raise this by about \(2\ \mathrm{\mu m}\). In centimetres and seconds,

\[
\Delta=\frac{(1.667\times10^{-3})(0.0474)}{5\times10^{-4}}=0.158,\qquad
\theta=\frac{1.047\,(0.0474)^2}{5\times10^{-4}}=4.7 . \tag{46}
\]

Equation (9) gives \(k_{\rm eff}=0.387\), and the slow response is \(0.158\times0.613=0.097\). At 6 s, (22) gives \(|G|=0.049\) with a phase of \(-44^\circ\). The thin-film law gives 0.052 and \(-45^\circ\).

The dopant amplitude is \(0.30\times0.049=1.5\,\%\) of the mean, or \(1.5\times10^{13}\ \mathrm{cm^{-3}}\) for a mean density of \(10^{15}\ \mathrm{cm^{-3}}\). The striation spacing is \(100\ \mathrm{\mu m}\). To first order in \(\varepsilon\), each dopant maximum lies \(12\ \mathrm{\mu m}\) beyond the speed maximum in the growth direction. At \(\varepsilon=0.30\) the last term of (23) is not negligible: the maximum freezes at \(\omega t=44^\circ\), while growth is faster than average, and this term adds \((100\ \mathrm{\mu m}/2\pi)\times0.30\sin44^\circ\approx3\ \mathrm{\mu m}\). The distance is therefore about \(15\ \mathrm{\mu m}\).

With all other inputs fixed, the period changes the result as follows. The amplitudes are those at freezing, before any diffusion in the crystal.

| Period (s) | \(\lvert G\rvert\) | Phase | Dopant amplitude |
|---:|---:|---:|---:|
| 600 | 0.097 | −1° | 2.9 % |
| 60 | 0.095 | −9° | 2.9 % |
| 20 | 0.085 | −24° | 2.5 % |
| 6 | 0.049 | −44° | 1.5 % |
| 2 | 0.026 | −44° | 0.8 % |
| 0.6 | 0.015 | −44° | 0.4 % |

The half-power period is 11 s. The phase is nearly settled at 6 s although the amplitude is still half its slow value. Equation (34) accounts for this: there \(2\beta=\sqrt{2\theta}=3.07\), close to \(\pi\), so the sine almost vanishes.

In an unstirred melt with the same \(k\), \(D\) and mean speed, the peak response is 0.36 at a period of about 32 minutes. This is 3.7 times the slow response of the stirred film. The unstirred description requires a film much thicker than \(D/V_0=3\ \mathrm{mm}\); at the peak frequency it holds to about 2 % for \(\Delta=5\), a film of 15 mm. The value 0.36 is not an upper bound over all films: for \(\Delta=1.5\) the slow response (27) is 0.44.

### What the model leaves out

**Flow inside the layer.** Replacing the stagnant film by the continuous flow \(u(z)\) adds \(u\,dg/dz\) to the right side of (11) and alters the base profile. The numerical solution at 6 s is \(|G|=0.046\) with phase \(-40^\circ\). The amplitude is 5 % below that of the film.

**Finite oscillation amplitude.** At \(\varepsilon=0.30\) the first harmonic in time differs from the linear result by less than 0.1 %. The depth profile is distorted more. Put \(X=\omega x/V_0\) and \(\varphi=\arg G\). By (23), \(\omega t\approx X-\varepsilon\sin X\), so

\[
\cos(\omega t+\varphi)\approx\cos(X+\varphi)+\frac\varepsilon2\left[\cos\varphi-\cos(2X+\varphi)\right]. \tag{47}
\]

The second harmonic should be about \(\varepsilon/2=15\,\%\) of the first; the full integration gives 14.5 %. The first harmonic in depth is 2 % below the linear value. For \(\varepsilon>1\) the interface melts back during part of the cycle. Equation (2) then fails, since remelted solid returns the composition it had when it froze.

**Oscillating film thickness.** Unsteady convection can change \(\delta\) as well as \(V\). If the edge moves by \(\delta_1\), the condition \(C(\delta+\delta_1)=C_\infty\) requires a first-order concentration \(-\delta_1\,dC_0/dz\) at \(z=\delta\). For slow changes the relative response equals (27), because \(k_{\rm eff}\) depends on the product \(V_0\delta\). At 6 s an assumed 10 % thickness oscillation gives a dopant amplitude of 0.43 %. Depending on its phase relative to the speed oscillation, the total lies between 1.0 % and 1.9 %. These figures belong to a sharp edge that moves. If instead the continuous flow \(u(z)\) is modulated so that \(\delta\) of (45) oscillates by the same 10 %, the dopant amplitude at 6 s is about 0.3 %.

**Density change.** Solid silicon is less dense than its melt; take a ratio of 0.9. Mass conservation makes the melt approach at \(0.9V\). With concentrations counted per unit mass, \(V\) is replaced by \(0.9V\) in (4) and (5). At fixed \(\theta\) the amplitude falls by 9 %.

**Diffusion in the crystal.** A sinusoidal striation decays by the factor \(\exp[-(2\pi/\lambda)^2\int D_S\,dt]\), where \(D_S\) is the diffusivity in the solid. Take \(D_S=4\times10^{-11}\ \mathrm{cm^2/s}\) at 1690 K, an activation energy of 3.7 eV and a temperature gradient of 50 K/cm, all rough. The loss during cooling is then about 1 %. At fixed \(V_0\) the exponent grows as the square of the frequency. With the same inputs the loss is about 10 % at a period of 2 s and about 70 % at 0.6 s, so most of the amplitude in the last row of the table would disappear during cooling.

### Relation to a real crystal puller

The growth speed and rotation rate are rough inputs, and the 30 % uniform speed oscillation is an assumption, to be replaced by a measured or calculated value. The melt diffusivity is uncertain; by (28), doubling it at fixed speed and frequency would lower the fast response by a factor \(\sqrt2\). Crucible rotation, buoyancy and magnetic fields change the film thickness. The constant \(k\) of (2) does not describe faceted parts of the interface, where dopant uptake depends on growth kinetics. Of the neglected effects sized here for the 6 s period, a simultaneous oscillation of that thickness is the largest: the assumed 10 % moves the striation amplitude by up to 29 % of its value for a moving film edge, and by about 21 % for a modulated continuous flow. When a crystal rotates in an asymmetric temperature field, the growth rate also varies around the axis. Such rotational striations violate the assumption of a uniform interface speed, and the size of that error has not been calculated here. The result of about 1.5 % therefore applies to a uniform oscillation under the stated conditions and is not a prediction for every striation in a silicon crystal. The numerical output gives most of the values with more digits.

## Numbers as computed

```
INPUTS (rough, phosphorus in Czochralski silicon)
partition coefficient k = 0.35
melt diffusivity D = 5.0e-04 cm2/s
melt kinematic viscosity = 3.0e-03 cm2/s
mean growth speed = 1.00 mm/min = 1.6667e-03 cm/s
crystal rotation = 15 rpm
oscillation period = 6.0 s, omega = 1.0472 rad/s
relative speed amplitude eps = 0.30
mean dopant density in crystal = 1.0e+15 cm^-3
FILM AND STRIATION
film thickness delta = 474.4 um
Delta = 0.1581, theta = 4.7133, W = 188.50
effective partition coefficient = 0.3868
slow-limit response = 0.09697
G = 0.03548 -0.03374 i
|G| = 0.04896, phase = -43.56 deg
thin-film law: |G| = 0.05194, phase = -44.62 deg
striation spacing = 100.0 um
dopant amplitude = 1.469 % of mean
dopant amplitude = 1.469e+13 cm^-3
dopant maximum behind speed maximum by 12.10 um of later growth
half-power theta: thin film 2.6079, this film 2.5827
half-power frequency = 0.0913 Hz, period = 10.95 s
FREQUENCY TABLE: period, |G|, phase, dopant amplitude
 600.0 s  0.09695    -0.90 deg  2.909 %
  60.0 s  0.09530    -8.87 deg  2.859 %
  20.0 s  0.08462   -23.93 deg  2.538 %
   6.0 s  0.04896   -43.56 deg  1.469 %
   2.0 s  0.02635   -43.90 deg  0.791 %
   0.6 s  0.01477   -44.19 deg  0.443 %
UNSTIRRED MELT, same k, D and mean speed
peak: W = 0.5902, period = 1916 s
peak: |G| = 0.3617, phase = 8.00 deg
zero phase: W = 0.7991, period = 1415 s
zero phase: |G| = 0.3562
NEGLECTED EFFECTS
flow in layer: |G| = 0.04643, phase = -39.62 deg
flow in layer: amplitude change = -5.17 %
flow in layer: slow-limit response = 0.09419
finite eps: time-fundamental change = -0.007 %
finite eps: depth-fundamental change = -2.25 %
finite eps: second/first depth harmonic = 0.1451
film thickness oscillation assumed = 10 %
its dopant amplitude = 0.432 % of mean
solid/melt density ratio 0.90: amplitude change = -9.46 %
crystal: D = 4e-11 cm2/s at 1690 K, barrier 3.7 eV, 50 K/cm
crystal diffusion: amplitude loss = 1.16 %
largest relative error of G in time integration = 1.9e-04
```
